Why a Larger Dipole Does Not Guarantee a Less Volatile Precursor

Suppose that two candidate precursors for vapour deposition have been computed as isolated molecules, and one of them must be chosen for a source held at 350 K. Candidate A has a dipole moment of 5 D, candidate B one of 1 D. If a larger dipole meant a lower vapour pressure, A could be struck off at once. If it does not, that filter may discard the better compound, and the calculation must include the forces between whole molecules before it can rank them.

The belief behind the filter deserves a fair statement. Polar molecules attract one another when they can turn into favourable orientations. Stronger attraction holds molecules in the condensed phase, so a larger dipole should lower the vapour pressure. This is correct for two substances whose molecules can turn freely and differ in nothing but the dipole, as will be proved below for a definite model. The error lies in carrying it over to molecules that also differ in size, polarizability and packing.

Volatility here means equilibrium vapour pressure. The flux delivered by a real source also depends on surface area, carrier gas and transport, which are a separate matter.

**From binding to pressure**

Consider rigid, round molecules in a face-centred cubic (fcc) crystal under an ideal vapour. Each has a point dipole μ at its centre, and the nonpolar forces do not depend on orientation. Motion is classical, and each molecule moves in a cell formed by neighbours held at their sites. Dipole energies are evaluated with the centres at their sites.

Let w(x) be the nonpolar energy of a molecule displaced by x from its site, and w₀ = w(0). The static energy per molecule is w₀/2, because each pair energy is shared by two molecules. The free volume is

v = ∫ exp{−[w(x) − w₀]/kT} d³x.

Let Λ be the thermal wavelength and q the internal partition function, including free rotation. Write F_dip for the change in free energy per molecule that the dipole interactions cause. The crystal's partition function is then

Z = (q v/Λ³)^N exp[−N(w₀/2 + F_dip)/kT].

There is no factor 1/N!, because the cells label the molecules. At low pressure the pressure–volume term of the solid is negligible, so its chemical potential is −(kT/N) ln Z:

μ_solid = w₀/2 + F_dip − kT ln(q v/Λ³).

For the vapour, Z = (qV/Λ³)^N/N! and pV = NkT give

μ_gas = kT ln[pΛ³/(q kT)].

Setting the two equal cancels q and Λ, since both phases contain the same molecule:

p = (kT/v) exp[(w₀/2 + F_dip)/kT].

The neighbour distance d is the one that minimises the crystal's free energy. With molar energies, kT in the exponent becomes RT. The dipole enters through F_dip, while size and dispersion enter through w₀ and v.

**How much can the dipole do?**

Let U be the total dipole energy of N molecules, and let ⟨…⟩₀ denote an average over free, independent orientations. By definition,

F_dip = −(kT/N) ln⟨exp(−U/kT)⟩₀.

Each term of U is linear in the direction of each of its two dipoles. Averaging over either direction gives zero, so ⟨U⟩₀ = 0. The exponential is convex, hence ⟨exp(−U/kT)⟩₀ ≥ exp(−⟨U⟩₀/kT) = 1, and therefore F_dip ≤ 0.

There is also a limit on the other side. No Boltzmann factor exceeds that of the lowest energy, U_min. With E_cap = −U_min/N,

−E_cap ≤ F_dip ≤ 0.

The true part of the belief follows from the same definition. Write U = sW with s = μ². Differentiation gives

dF_dip/ds = ⟨W⟩/N,

d⟨W⟩/ds = −(⟨W²⟩ − ⟨W⟩²)/kT ≤ 0,

where the averages now carry the Boltzmann weight. Since ⟨W⟩ starts from zero at s = 0 and cannot rise, F_dip cannot rise with μ². This holds at every lattice spacing, so it also holds after the spacing has been optimised. In this model, with all other properties fixed, a larger dipole cannot raise the pressure.

The cap requires the lowest dipole energy. Take all dipoles parallel, with domains or a long sample shape removing the macroscopic field. Draw a sphere around one molecule. The dipoles inside it give no field at the centre, by cubic symmetry, and the polarised medium outside gives the Lorentz field

E_loc = nμ/(3ε₀),  n = √2/d³.

The energy per molecule is −μE_loc/2, where the half again avoids counting pairs twice. Thus

E_cap = λμ²/(2·4πε₀d³),  λ = 4π√2/3 = 5.924.

That no other arrangement is lower was examined numerically. A search over 1500 random wavevectors, followed by local minimisation, found no eigenvalue of the dipole interaction below the parallel one. This is numerical evidence, not a proof.

Molecules also polarise one another. Let α be the polarizability volume, and consider a pattern of permanent dipoles with interaction eigenvalue j, in units where 4πε₀ = 1 and d = 1. If the permanent amplitude is m and the total amplitude is P, the energy is

E = jP²/2 + (P − m)²/(2α).

The second term is the cost of inducing P − m. Setting dE/dP = 0 gives αjP + P − m = 0, so P = m/(1 + αj). Then P − m = −αjP, and

E = jP²(1 + αj)/2 = jm²/[2(1 + αj)].

This expression increases with j, so the lowest energy still belongs to j = −λ. With d restored, induction divides the cap by 1 − αλ/d³, provided that this quantity is positive. Induction can only lower the energy of a given orientation pattern, because zero induced moment is one of the allowed choices. The upper bound F_dip ≤ 0 therefore survives.

**Why size matters at contact**

For the nonpolar forces, place N Lennard-Jones sites on each molecule and smear them over a spherical shell of radius a. Two sites at distance t have energy 4ε[(σ/t)¹² − (σ/t)⁶]. We need the mean of t^(−m) over two shells whose centres are r apart.

First average over one shell, for a point at distance x from its centre. From t² = x² + a² − 2ax cosθ, a change of cosθ corresponds to t dt = −ax d(cosθ). The mean is

(1/2ax) ∫ t^(1−m) dt, from x − a to x + a,

= [(x−a)^(2−m) − (x+a)^(2−m)]/[2ax(m−2)].

Averaging this over the second shell uses the weight x dx/(2ar), with x from r − a to r + a. The factor x cancels, and the two remaining integrals are elementary:

∫(x−a)^(2−m) dx = [(r−2a)^(3−m) − r^(3−m)]/(m−3),

∫(x+a)^(2−m) dx = [r^(3−m) − (r+2a)^(3−m)]/(m−3).

Their difference gives

⟨t^(−m)⟩ = [(r−2a)^(3−m) − 2r^(3−m) + (r+2a)^(3−m)] / [4a²r(m−2)(m−3)].

The pair energy is N² times the Lennard-Jones combination of the averages for m = 12 and m = 6.

Now let the shells be large and nearly touching: r = 2a + h, with h much smaller than a. The first term dominates, and the average becomes h^(3−m)/[8a³(m−2)(m−3)]. At a fixed number ρ of sites per area, N = 4πa²ρ, so N² = 16π²a⁴ρ². The pair energy is

φ ≈ 8π²ρ²εa [σ¹²/(90h⁹) − σ⁶/(12h³)].

Its minimum satisfies σ¹²/(10h¹⁰) = σ⁶/(4h⁴), or h⁶ = 0.4σ⁶. In this limit the best gap does not depend on a, while the well depth is proportional to a. For shells of the size used below, the depth rises somewhat faster than a. Larger molecules have more surface within reach of a neighbour.

A tempting shortcut gives the opposite trend. If all the dispersion acted between centres, its strength would grow as N², or a⁴, and for large molecules its distance factor would fall as 1/(2a)⁶. The contact energy would then decrease as a⁻². At the sizes used below, the gap between the shells is not negligible and the decrease all but vanishes: with the spacings given below, N²/d⁶ is 295 nm⁻⁶ for the smaller molecule and 296 nm⁻⁶ for the larger, so the shortcut would predict no gain in binding at all. The shortcut fails because near contact the facing surfaces are much closer than the centres.

The dipole cap behaves differently. For large molecules d is close to 2a, so the cap falls as μ²/a³; at the sizes used below the fall is slower, roughly as μ²/a². In the large-molecule limit, to keep pace with a dispersion energy proportional to a, the dipole would have to grow as a². This comparison is for a point dipole at the centre. Charges near the surface of a molecule come closer to its neighbours, just as the dispersion sites do, and can bind more strongly than this cap allows.

**Two molecules at 350 K**

The site parameters are ε = 0.75 kJ/mol and σ = 0.38 nm, with a polarizability volume of 0.002 nm³ per site. Molecule A has 16 sites on a shell of radius 0.32 nm, and B has 25 sites on a shell of 0.40 nm. The number of sites per area is the same, since 16/0.32² = 25/0.40². The dipoles are 5 D and 1 D, and RT = 2.910 kJ/mol.

Without dipole interactions, the model gives:

A: d = 0.977 nm, −w₀/2 = 54.26 kJ/mol, v = 1.357×10⁻⁴ nm³, p = 2.13 Torr.

B: d = 1.133 nm, −w₀/2 = 74.94 kJ/mol, v = 7.215×10⁻⁵ nm³, p = 0.00328 Torr.

The logarithm of the pressure ratio shows where the difference comes from:

ln(p_A/p_B) = (74.94 − 54.26)/2.910 + ln(0.7215/1.357)

= 7.11 − 0.63 = 6.48.

The stronger binding of B lowers its pressure. Its smaller free volume works in the other direction, because a tightly held molecule has less entropy in the crystal and so gains more by leaving it. The binding term is much larger, and A is about 650 times more volatile before its dipole is counted.

The dipole of A must now be given its full opportunity. One squared debye divided by 4πε₀ nm³ is 0.06022 kJ/mol, so

E_cap = 5.924 × 25 × 0.06022/(2 × 0.9765³) = 4.79 kJ/mol.

For induction, α = 16 × 0.002 = 0.032 nm³, and αλ/d³ = 0.204. The cap becomes 4.789/0.7964 = 6.01 kJ/mol. This is less than a third of the binding difference of 20.7 kJ/mol.

If the lattice of A may also contract under the full cap with induction, its pressure cannot fall below 0.267 Torr in this model. The pressure of B cannot exceed 0.00328 Torr, because its own dipole can only lower it. The ratio of these two limits is 81. Thus A, with five times the dipole, is more volatile than B by at least this factor within the stated assumptions.

The bound is deliberately severe: it charges A for perfect dipole order and ignores the entropy that such order would cost. The actual dipole free energy follows by sampling the mean dipole energy at several coupling strengths and integrating dF_dip/ds from zero to s = μ². For 64 dipoles in a periodic block, without induction and at fixed lattice spacing, this gives F_dip = −0.469 RT, or −1.36 kJ/mol. The pressure of A is then

2.13 × exp(−0.469) = 1.33 Torr.

Here the permanent dipoles alone lower the pressure by a factor of 1.6. Induction adds to this. In units where 4πε₀ = 1, a freely turning dipole at distance r produces a mean square field of 2μ²/r⁶. If the neighbours turn independently, these contributions add, and the induction energy per molecule is about −αμ² times the sum of 1/r⁶ over all neighbours. For A this is −0.80 kJ/mol, or −0.28 RT, which raises the factor to about 2. The change from A to B lowers the pressure by a factor of several hundred.

**The weak-coupling limit and its limits**

It is useful to compare this with the familiar Keesom energy. For small U/kT, expansion of the logarithm, with ⟨U⟩₀ = 0, gives a free energy −⟨U²⟩₀/(2kT). For one pair with its axis along z,

u = [μ²/(4πε₀r³)](s₁ₓs₂ₓ + s₁ᵧs₂ᵧ − 2s₁_z s₂_z),

where s₁ and s₂ are unit vectors. The cross terms average to zero, and each squared component averages to 1/3. The mean square of the bracket is therefore (1 + 1 + 4)/9 = 2/3, and the free energy of a pair is

f = −μ⁴/[3(4πε₀)²kT r⁶].

It varies as μ⁴, so at weak coupling halving the dipole reduces the effect sixteenfold. For A the coupling μ²/(4πε₀d³kT) is 0.556, which is not very small. Summed over the lattice, with half of each pair assigned to each molecule, the Keesom formula gives −0.743 RT. Its magnitude is 58% larger than the sampled value. The leading-order formula gives the right scale here but should not be used for the final pressure.

**When packing changes the answer**

Size is not the only competitor. Keep molecule A and its nonpolar forces, but place it on other lattices, each at its own best spacing. The static binding is 55.8 kJ/mol in fcc, 47.5 in body-centred cubic and 31.1 in simple cubic. These numbers measure the cost of losing close contacts; they do not show that round molecules would form the looser lattices. An awkward shape might impose such a loss. Even the step from fcc to body-centred cubic costs 8.3 kJ/mol, more than the dipole cap of A with induction.

Packing can even reverse the sign of the dipole effect. The proof that F_dip ≤ 0 assumed that the molecules may orient freely. Suppose instead that their shape locks them into (001) layers, parallel to a cube face, whose dipoles alternate in direction from one layer to the next. At the fcc spacing of A, without induction, the dipole energy is −2.48 kJ/mol if the dipoles lie in the layers, but +4.95 kJ/mol if they stand normal to them.

In the second pattern the dipole weakens the crystal. Compared with the same locked crystal without dipoles, at the same spacing, the pressure is higher by the factor

exp(4.95/2.910) = 5.5.

A crystal adopts such a pattern only if other forces pay for it. Where they do, the larger dipole makes the substance more volatile.

**When the dipole does decide**

The refutation does not make dipoles irrelevant. If two molecules have nearly the same size, surface and packing, as some isomers may, the large binding difference disappears. For a molecule like A, the model then allows a 5 D dipole to lower the pressure by up to 2.13/0.267 = 8.0, while the sampled effect without induction is a factor of 1.6. Either could matter in choosing a source temperature.

A sufficiently large dipole could also overcome the difference between A and B. With the full cap and induction, the lower limit for A meets the upper limit for B at 8.8 D. Below this value A is certainly the more volatile in the model. Above it the bounds no longer settle the order, but they do not show that B wins, since the cap is a limit and not the actual dipole free energy.

The size trend shows how quickly the balance shifts. At fixed site density and a fixed dipole of 5 D, shells of 0.32, 0.40 and 0.48 nm have static binding energies of 55.8, 76.0 and 96.3 kJ/mol. The caps without induction are 5.0, 3.2 and 2.1 kJ/mol. Over this range the nonpolar binding rises by about 20 kJ/mol per step while the possible dipole contribution shrinks.

**What this says about real precursors**

The site parameters are round values meant for organic ligands, such as those of the metal amides used to deposit nitrides and oxides. The model molecules are bulkier than the real ones. A occupies d³/√2 = 0.66 nm³ in its crystal, while a molecule of tetrakis(dimethylamido)titanium takes up about 0.4 nm³ in the liquid. Since the cap varies as 1/d³, a 5 D dipole at that density could bind by about 8 kJ/mol before induction, instead of 4.79. With the polarizability of A, αλ/d³ rises to about 0.34 and the cap with induction to about 12 kJ/mol, instead of 6.01. The factor of 81 therefore belongs to the model and not to these compounds. A tetrakis(dimethylamido) compound of titanium has 13 atoms other than hydrogen, and its diethylamido relative has 21. The latter is the less volatile, in line with the size trend, although that comparison does not isolate dispersion. A dipole of 5 D is high for this family: four equal ligands in a nearly symmetric arrangement leave a small moment. It was chosen to give the dipole a strong case. The model does not predict the pressure of either compound.

Several omissions can be sized. Letting neighbours vibrate together, in the harmonic approximation, changes ln p by −0.236 for A and −0.241 for B, which almost cancels in the ratio. Three-body dispersion is harder to size. A one-centre estimate weakens the binding by 1.29 kJ/mol in both, but it ignores that facing sites are much closer than the centres. The true effect is probably larger and need not cancel between A and B. The leading quantum correction for A, with an assumed mass of 250 u, changes ln p by only 0.0014.

Many real sources hold a liquid, which breaks the crystal assumption. As an illustration, take a fusion enthalpy of 15 kJ/mol and a melting point of 300 K. If the fusion enthalpy is constant, the liquid at 350 K is more stable than the solid by

15 × (350/300 − 1) = 2.5 kJ/mol.

This lowers the pressure by a factor exp(2.5/2.910) = 2.4. If A alone melted, the guaranteed ratio of 81 would fall to about 34, and the order would stand. In general, the neglected terms would have to favour B by RT ln 81, or 12.8 kJ/mol, to remove the guarantee.

Some interactions can exceed that margin. Hydrogen bonds, bridging between metal centres and ionic association are not described by a point dipole inside a round molecule. Flexible ligands, higher multipoles and exposed polar groups can also change the contacts. Molecules that are not round generally cannot turn freely in a crystal, and the rotational entropy they lose there, which differs from one molecule to another, is absent from the model. Where these occur, the molecular dipole is an even less complete guide, and the condensed phase must be treated explicitly.

For the decision at the start, A should therefore stay on the list. The dipole is useful for comparing molecules that turn freely in the condensed phase and whose other interactions are closely matched. When either condition fails, the candidates should be ranked by a free energy of sublimation or vaporisation that includes dispersion, packing and orientation together. The numerical output below gives the computed values; the induction estimate, the cap at liquid density and the melting illustration are worked by hand in the text.

Values computed for the example and the checks

```
temperature: 350 K; RT = 2.910 kJ/mol
site well 0.75 kJ/mol, site diameter 0.38 nm
site polarizability volume 0.002 nm^3
1 D^2/(4 pi eps0 nm^3) = 0.06022 kJ/mol
A: shell 0.32 nm, 16 sites, dipole 5.0 D
A: neighbour distance 0.9765 nm
A: nonpolar binding -w0/2 = 54.26 kJ/mol
A: free volume 1.357e-04 nm^3
A: sublimation enthalpy, no dipole 53.44 kJ/mol
A: pressure without dipole 2.131e+00 Torr
B: shell 0.40 nm, 25 sites, dipole 1.0 D
B: neighbour distance 1.1327 nm
B: nonpolar binding -w0/2 = 74.94 kJ/mol
B: free volume 7.215e-05 nm^3
B: sublimation enthalpy, no dipole 73.94 kJ/mol
B: pressure without dipole 3.283e-03 Torr
lambda, parallel state 5.9238; used 5.9238
A: dipole cap 4.789 kJ/mol = 1.646 RT
B: dipole cap 0.123 kJ/mol
A: coupling mu^2/(4 pi eps0 d^3 kT) = 0.556
A: F_dip sampled -0.469 RT = -1.36 kJ/mol
A: F_dip, Keesom sum -0.743 RT
A: pressure with sampled F_dip, fixed lattice 1.334e+00 Torr
A: lowest pressure, full cap 4.093e-01 Torr
A: lowest pressure, cap+induction 2.670e-01 Torr
lowest p(A) / highest p(B) = 81.3
A surely more volatile below 8.78 D
size 0.32 nm, 16 sites: static binding 55.8, cap at 5 D 5.01 kJ/mol
size 0.40 nm, 25 sites: static binding 76.0, cap at 5 D 3.16 kJ/mol
size 0.48 nm, 36 sites: static binding 96.3, cap at 5 D 2.11 kJ/mol
A static binding in fcc: 55.80 kJ/mol
A static binding in bcc: 47.47 kJ/mol
A static binding in sc: 31.07 kJ/mol
A alternating layers, dipoles in plane: -2.48 kJ/mol
A alternating layers, dipoles normal: +4.95 kJ/mol
A: cap with induction 6.01 kJ/mol
ln p shift, correlated motion: A -0.236, B -0.241
three-body energy: A +1.29, B +1.29 kJ/mol
ln p shift, quantum motion of A (250 u): +0.0014
```
